# Coherence between phonon bands in the Wigner heat conductivity: a numerical check

```python
"""Wigner heat conductivity of a lattice: population plus coherence parts.

Result under test (heat flow and gradient along one axis):
  kappa = 1/V_tot sum_q sum_{s,t} (w_s+w_t)/4 (C_s/w_s + C_t/w_t)
          |v_st|^2 g/((w_s-w_t)^2 + g^2),      g = (G_s+G_t)/2
w: mode angular frequency, C: mode heat capacity, G: population decay rate,
v: derivative of sqrt(D) with respect to q, in the mode basis,
D: mass-scaled dynamical matrix, V_tot: cell volume times number of q points.
s = t gives the population part, s != t the coherence part.
The independent road solves the matrix kinetic equation for a temperature
wave of small but finite wavevector k, without v and without gradients.
Model: simple cubic sites, nearest-neighbour springs, three polarisations
that do not mix, some sites vacant (mass zero).
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_sylvester
from scipy.optimize import minimize_scalar

HBAR, KB, AMU = const.hbar, const.k, const.atomic_mass
SPACING = 0.3e-9                       # m, distance between sites
K_LONG, K_TRANS = 24.0, 6.0            # N/m
M_GE, M_SB, M_TE = 70 * AMU, 120 * AMU, 130 * AMU
RATE_REF = 1.0e12                      # 1/s at the reference point
W_REF = 2 * np.pi * 3.0e12             # rad/s, reference frequency
T_REF = 300.0                          # K


def ordered_cell():
    mass = np.full((2, 2, 2), M_TE)
    mass[0, 0, 0] = 0.0
    mass[1, 1, 0] = M_GE
    mass[1, 0, 1] = mass[0, 1, 1] = M_SB
    return mass


def random_cell(size, seed):
    """Te sublattice full; the other holds 1/4 Ge, 1/2 Sb, 1/4 vacancies."""
    rng = np.random.default_rng(seed)
    parity = np.indices((size,) * 3).sum(axis=0) % 2
    count = size**3 // 2
    kinds = np.repeat([0.0, M_GE, M_SB, M_SB], count // 4)
    while True:
        mass = np.full((size,) * 3, M_TE)
        mass[parity == 0] = rng.permutation(kinds)
        around = sum(np.roll(mass, step, axis)
                     for axis in range(3) for step in (1, -1))
        if not np.any((around == 0) & (mass > 0)):   # no unbound atom
            return mass


def q_mesh(counts, shape):
    axes = [(np.arange(n) + 0.5) * 2 * np.pi / (n * length * SPACING)
            for n, length in zip(counts, shape)]
    return np.stack(np.meshgrid(*axes, indexing="ij"), -1).reshape(-1, 3)


def dynamical(q, mass, polarisation, heat_axis=0, positions=True):
    """D(q) and its derivative; phases from positions or lattice vectors."""
    sites = np.argwhere(mass > 0)
    index = -np.ones(mass.shape, dtype=int)
    index[tuple(sites.T)] = np.arange(len(sites))
    shape = np.array(mass.shape)
    matrix = np.zeros((len(q), len(sites), len(sites)), dtype=complex)
    slope = np.zeros_like(matrix)
    for b, site in enumerate(sites):
        for axis in range(3):
            spring = K_LONG if axis == polarisation else K_TRANS
            for step in (1, -1):
                target = site.copy()
                target[axis] += step
                home = target % shape
                c = index[tuple(home)]
                if c < 0:
                    continue
                hop = SPACING * (step if positions else (target - home)[axis])
                m_b, m_c = mass[tuple(site)], mass[tuple(home)]
                bond = (-spring / np.sqrt(m_b * m_c)
                        * np.exp(1j * q[:, axis] * hop))
                matrix[:, b, b] += spring / m_b
                matrix[:, b, c] += bond
                if axis == heat_axis:
                    slope[:, b, c] += 1j * hop * bond
    return matrix, slope


def modes(mass, counts, heat_axis=0, positions=True):
    """Frequencies, velocity matrices and total volume on a q mesh."""
    q = q_mesh(counts, mass.shape)
    all_w, all_v = [], []
    for polarisation in range(3):
        matrix, slope = dynamical(q, mass, polarisation, heat_axis, positions)
        square, vec = np.linalg.eigh(matrix)
        assert square.min() > 0
        w = np.sqrt(square)
        v = vec.conj().transpose(0, 2, 1) @ slope @ vec
        all_v.append(v / (w[:, :, None] + w[:, None, :]))
        all_w.append(w)
    volume = len(q) * mass.size * SPACING**3
    return np.concatenate(all_w), np.concatenate(all_v), volume


def heat_capacity(w, temp):
    half = HBAR * w / (2 * KB * temp)
    return KB * (half / np.sinh(half))**2


def decay_rate(w, temp=T_REF, scale=1.0):
    return scale * RATE_REF * (temp / T_REF) * (w / W_REF)**2


def pair_terms(mode_set, temp=T_REF, scale=1.0, extra=0.0):
    """Every (s,t) term of the formula, and the coherence mask."""
    w, v, volume = mode_set
    rate = decay_rate(w, temp, scale) + extra
    ratio = heat_capacity(w, temp) / w
    total = w[:, :, None] + w[:, None, :]
    gap = w[:, :, None] - w[:, None, :]
    mean_rate = 0.5 * (rate[:, :, None] + rate[:, None, :])
    terms = (total / 4 * (ratio[:, :, None] + ratio[:, None, :])
             * np.abs(v)**2 * mean_rate / (gap**2 + mean_rate**2) / volume)
    return terms, np.abs(gap) > 1e-7 * w.max()


def split(mode_set, temp=T_REF, scale=1.0, extra=0.0):
    terms, coherent = pair_terms(mode_set, temp, scale, extra)
    return terms[~coherent].sum(), terms[coherent].sum()


def finite_k_term(d_plus, d_minus, k, rate_function, temp=T_REF):
    """Volume times conductivity of one q, from the full matrix equation."""
    parts = []
    for matrix in (d_plus, d_minus):
        square, vec = np.linalg.eigh(matrix)
        w = np.sqrt(square)
        dn_dt = heat_capacity(w, temp) / (HBAR * w)
        parts.append([(vec * f) @ vec.conj().T
                      for f in (w, rate_function(w), dn_dt)])
    (w_p, g_p, n_p), (w_m, g_m, n_m) = parts
    local = 0.5 * (n_p + n_m)
    rho = solve_sylvester(1j * w_p + g_p / 2, -1j * w_m + g_m / 2,
                          0.5 * (g_p @ local + local @ g_m))
    flux = HBAR * np.trace((d_plus - d_minus) @ rho) / (2 * k)
    return (1j * flux / k).real


def finite_k_conductivity(mass, counts, k):
    q = q_mesh(counts, mass.shape)
    shift = np.array([k / 2, 0, 0])
    total = 0.0
    for polarisation in range(3):
        plus = dynamical(q + shift, mass, polarisation)[0]
        minus = dynamical(q - shift, mass, polarisation)[0]
        total += sum(finite_k_term(p, m, k, decay_rate)
                     for p, m in zip(plus, minus))
    return total / (len(q) * mass.size * SPACING**3)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


cell = ordered_cell()
print("INPUTS")
show("site spacing", SPACING * 1e9, "nm")
print(f"springs along/across bond: {K_LONG:g}, {K_TRANS:g} N/m")
print("masses:", ", ".join(f"{m/AMU:.0f}" for m in (M_GE, M_SB, M_TE)), "u")
show("decay rate at 3 THz, 300 K", decay_rate(W_REF) * 1e-12, "1/ps")

# Velocity matrix against a numerical derivative of the matrix square root.
q_one = np.array([[0.37, 0.81, 0.53]]) / SPACING
h = 1e-4 / SPACING
d_mid, d_slope = dynamical(q_one, cell, 0)
square, vec = np.linalg.eigh(d_mid[0])
w_one = np.sqrt(square)
v_formula = (vec.conj().T @ d_slope[0] @ vec) / (w_one[:, None] + w_one)
roots = []
for sign in (1, -1):
    d_side = dynamical(q_one + [sign * h, 0, 0], cell, 0)[0][0]
    val, u = np.linalg.eigh(d_side)
    roots.append((u * np.sqrt(val)) @ u.conj().T)
v_numeric = vec.conj().T @ (roots[0] - roots[1]) @ vec / (2 * h)
v_error = np.abs(v_numeric - v_formula).max() / np.abs(v_formula).max()
assert v_error < 1e-5
print("TESTS")
show("velocity matrix, relative error", v_error, digits=2)

# Full conductivity against the temperature-wave solution, k -> 0.
small = modes(cell, (4, 4, 4))
formula = sum(split(small))
k_wave = 1e-4 / SPACING
wave = [finite_k_conductivity(cell, (4, 4, 4), k) for k in (k_wave, k_wave / 2)]
errors = [value / formula - 1 for value in wave]
limit = (4 * wave[1] - wave[0]) / 3     # removes the k^2 error
assert 3.5 < errors[0] / errors[1] < 4.5
assert abs(limit / formula - 1) < 1e-4
show("kappa by formula, 4x4x4 mesh", formula, "W/(m K)", 6)
show("kappa by temperature wave, k to 0", limit, "W/(m K)", 6)
show("error ratio when k is halved", errors[0] / errors[1])

# Diatomic chain at its zone boundary: no group velocity, only coherence.
m_1, m_2 = M_GE, M_TE


def chain(q):
    off = -np.cos(q * SPACING) / np.sqrt(m_1 * m_2)
    return 2 * K_LONG * np.array([[1 / m_1, off], [off, 1 / m_2]])


def chain_term(rate):
    edge, k = np.pi / (2 * SPACING), 2e-4 / SPACING
    return finite_k_term(chain(edge + k / 2), chain(edge - k / 2), k,
                         lambda w: np.full_like(w, rate))


w_a, w_b = np.sqrt(2 * K_LONG / m_1), np.sqrt(2 * K_LONG / m_2)
chain_gap = w_a - w_b
v_ab = SPACING * w_a * w_b / (w_a + w_b)
test_rate = 2e12
closed = (0.5 * (w_a + w_b) * (heat_capacity(w_a, T_REF) / w_a
          + heat_capacity(w_b, T_REF) / w_b) * v_ab**2
          * test_rate / (chain_gap**2 + test_rate**2))
assert abs(chain_term(test_rate) / closed - 1) < 1e-4
scale_value = chain_term(chain_gap)
best = minimize_scalar(lambda r: -chain_term(r * 1e12) / scale_value,
                       bounds=(0.1e-12 * chain_gap, 5e-12 * chain_gap),
                       method="bounded")
assert abs(best.x * 1e12 / chain_gap - 1) < 1e-3
print(f"chain frequencies: {w_a*1e-12:.3f}, {w_b*1e-12:.3f} rad/ps")
show("chain off-diagonal velocity", v_ab, "m/s")
show("chain spacing", chain_gap * 1e-12, "rad/ps")
show("chain decay rate at largest coherence", best.x, "1/ps")

# The same crystal described by a doubled cell.
doubled = np.tile(cell, (2, 1, 1))
coh = {}
for positions in (True, False):
    single = split(modes(cell, (4, 4, 4), positions=positions))
    double = split(modes(doubled, (2, 4, 4), positions=positions))
    coh[positions] = (single[1], double[1])
    if positions:
        assert np.allclose(single, double, rtol=1e-7)
    else:
        assert abs(double[1] / single[1] - 1) > 0.02
    name = "position" if positions else "lattice-vector"
    print(f"coherence, {name} phases, cell/doubled: "
          f"{single[1]:.4f}, {double[1]:.4f} W/(m K)")

print("EXAMPLE AT 300 K")
main = modes(cell, (16, 16, 16))
fine = modes(cell, (24, 24, 24))
pop, coherence = split(main)
pop_fine, coherence_fine = split(fine)
assert abs((pop_fine + coherence_fine) / (pop + coherence) - 1) < 0.02
w_main = main[0]
show("highest frequency", w_main.max() / (2e12 * np.pi), "THz")
show("mean decay rate", decay_rate(w_main).mean() * 1e-12, "1/ps")
show("median adjacent-band spacing, one polarisation",
     np.median(np.diff(w_main, axis=1)) * 1e-12, "rad/ps")
show("population part", pop, "W/(m K)")
show("coherence part", coherence, "W/(m K)")
show("total", pop + coherence, "W/(m K)")
print(f"shift, mesh 16 to 24, pop/coh: {100*(pop_fine/pop-1):.2f}, "
      f"{100*(coherence_fine/coherence-1):.2f} %")
terms, mask = pair_terms(main)
gaps = np.abs(w_main[:, :, None] - w_main[:, None, :])
rates = decay_rate(w_main)
mean_rates = 0.5 * (rates[:, :, None] + rates[:, None, :])
close = mask & (gaps < 3 * mean_rates)
show("share of coherence from gaps below 3 mean rates",
     100 * terms[close].sum() / coherence, "%", 3)
show("share of such pairs among all pairs", 100 * close.sum() / mask.sum(),
     "%", 3)
along_z = split(modes(cell, (16, 16, 16), heat_axis=2))
print(f"along z, pop/coh: {along_z[0]:.4f}, {along_z[1]:.4f} W/(m K)")

print("TEMPERATURE: K, pop, coh, total in W/(m K)")
totals = {}
for temp in (200.0, 300.0, 400.0, 500.0):
    p, c = split(main, temp)
    totals[temp] = (p, p + c)
    print(f"{temp:.0f}  {p:.4f}  {c:.4f}  {p+c:.4f}")
powers = [np.log(totals[500.0][i] / totals[300.0][i]) / np.log(5 / 3)
          for i in (0, 1)]
print(f"power of T, 300-500 K, pop/total: {powers[0]:.3f}, {powers[1]:.3f}")

print("LINEWIDTH SCALE: factor, pop, coh in W/(m K), largest rate/frequency")
for scale in (0.1, 0.3, 1.0, 3.0, 10.0):
    p, c = split(main, scale=scale)
    worst = (decay_rate(w_main, scale=scale) / w_main).max()
    print(f"{scale:g}  {p:.4f}  {c:.4f}  {worst:.3f}")
scales = np.logspace(-2, 3, 41)
curve = np.array([split(small, scale=s)[1] for s in scales])
peak = int(curve.argmax())
assert 0 < peak < len(scales) - 1
show("factor at largest coherence, 4x4x4 mesh", scales[peak], digits=3)

print("NEGLECTED EFFECTS AT 300 K")
reference = split(modes(cell, (6, 6, 6)))
print(f"ordered, 6x6x6 mesh, pop/coh: {reference[0]:.4f}, "
      f"{reference[1]:.4f} W/(m K)")
for seed in (1, 2):
    p, c = split(modes(random_cell(6, seed), (2, 2, 2)))
    print(f"random cell {seed}, pop/coh/total: {p:.4f}, {c:.4f}, "
          f"{p+c:.4f} W/(m K)")
film = 20e-9
speed = np.abs(np.diagonal(main[1], axis1=1, axis2=2))
p, c = split(main, extra=2 * speed / film)
print(f"{film*1e9:.0f} nm film, pop/coh: {p:.4f}, {c:.4f} W/(m K)")
sigma = 1e4                            # S/m, rough
electron = np.pi**2 / 3 * (KB / const.e)**2 * sigma * T_REF
print(f"electronic part at {sigma/100:.0f} S/cm: {electron:.4f} W/(m K)")
sums = w_main[:, :, None] + w_main[:, None, :]
products = w_main[:, :, None] * w_main[:, None, :]
weighted = (terms * sums**2 / (4 * products))[mask].sum()
show("coherence change, (arithmetic/geometric mean frequency)^2",
     100 * (weighted / coherence - 1), "%", 3)
print("OK")
```

Printed output:

```
INPUTS
site spacing: 0.3 nm
springs along/across bond: 24, 6 N/m
masses: 70, 120, 130 u
decay rate at 3 THz, 300 K: 1 1/ps
TESTS
velocity matrix, relative error: 1e-08
kappa by formula, 4x4x4 mesh: 2.13899 W/(m K)
kappa by temperature wave, k to 0: 2.13899 W/(m K)
error ratio when k is halved: 4
chain frequencies: 20.321, 14.912 rad/ps
chain off-diagonal velocity: 2580 m/s
chain spacing: 5.409 rad/ps
chain decay rate at largest coherence: 5.409 1/ps
coherence, position phases, cell/doubled: 0.0368, 0.0368 W/(m K)
coherence, lattice-vector phases, cell/doubled: 0.0506, 0.1039 W/(m K)
EXAMPLE AT 300 K
highest frequency: 4.617 THz
mean decay rate: 0.9419 1/ps
median adjacent-band spacing, one polarisation: 2.45 rad/ps
population part: 2.14 W/(m K)
coherence part: 0.04117 W/(m K)
total: 2.181 W/(m K)
shift, mesh 16 to 24, pop/coh: 0.80, 4.27 %
share of coherence from gaps below 3 mean rates: 65.1 %
share of such pairs among all pairs: 16.6 %
along z, pop/coh: 2.1405, 0.0411 W/(m K)
TEMPERATURE: K, pop, coh, total in W/(m K)
200  3.1890  0.0311  3.2202
300  2.1398  0.0412  2.1810
400  1.6085  0.0484  1.6570
500  1.2882  0.0536  1.3418
power of T, 300-500 K, pop/total: -0.993, -0.951
LINEWIDTH SCALE: factor, pop, coh in W/(m K), largest rate/frequency
0.1  21.3982  0.0076  0.008
0.3  7.1327  0.0178  0.024
1  2.1398  0.0412  0.082
3  0.7133  0.0615  0.245
10  0.2140  0.0504  0.817
factor at largest coherence, 4x4x4 mesh: 4.22
NEGLECTED EFFECTS AT 300 K
ordered, 6x6x6 mesh, pop/coh: 2.0538, 0.0397 W/(m K)
random cell 1, pop/coh/total: 0.7794, 0.2763, 1.0558 W/(m K)
random cell 2, pop/coh/total: 0.7586, 0.2798, 1.0384 W/(m K)
20 nm film, pop/coh: 1.0200, 0.0443 W/(m K)
electronic part at 100 S/cm: 0.0733 W/(m K)
coherence change, (arithmetic/geometric mean frequency)^2: 1.04 %
OK
```
